\section*{Thermalization energy and the moving barrier front in bias instability, part 2}

Under gate bias, the threshold voltage of a thin-film transistor shifts as sites in the film convert. The model assumes independent sites and irreversible conversion, with constant temperature $T$, bias and illumination, and fixed barriers $E$ of density $g(E)$ and cumulative distribution $G(E)$. A site converts at the rate
\begin{equation}
k(E)=\nu\,e^{-E/kT},
\label{eq:rate}
\end{equation}
with $k$ alone the Boltzmann constant and $\nu$ an attempt frequency common to all sites. Energies are in eV, and $t$ runs from the start of the stress. The conversion probability is
\begin{equation}
p(E,t)=1-\exp\!\left(-\nu t\,e^{-E/kT}\right).
\label{eq:single}
\end{equation}
With the thermalization energy $E_{\mathrm{th}}=kT\ln(\nu t)$ this becomes
\begin{equation}
p(E,t)=1-\exp\!\left[-e^{-(E-E_{\mathrm{th}})/kT}\right].
\label{eq:front}
\end{equation}
It equals $c$ at the barrier
\begin{equation}
E_c=E_{\mathrm{th}}-kT\ln\!\left[-\ln(1-c)\right].
\label{eq:level}
\end{equation}
The converted fraction is
\begin{equation}
F(t)=\int g(E)\,\Bigl\{1-\exp\!\left[-e^{-(E-E_{\mathrm{th}})/kT}\right]\Bigr\}\,dE .
\label{eq:F}
\end{equation}
The threshold shift is $\Delta V=V_{\mathrm{sat}}F$, where $V_{\mathrm{sat}}$ is its saturation value.

Equivalently, a site has converted if
\begin{equation}
E\le kT\ln(\nu t)-kT\ln U=E_{\mathrm{th}}+kT\,X,\qquad X=-\ln U ,
\label{eq:condition}
\end{equation}
where $U$ is an exponential random variable of mean 1, independent of the barrier. Hence $F=\langle G(E_{\mathrm{th}}+kTX)\rangle$, averaged over $X$, which has mean $\gamma=0.5772$ and variance $\pi^2/6$. The mean front is $E_*=E_{\mathrm{th}}+\gamma kT=kT\ln(e^\gamma\nu t)$, with $e^\gamma=1.781$.

In a Taylor expansion of $G$ about $E_*$ the linear term averages to zero. If $|g'(E)|\le M$ for all $E$,
\begin{equation}
\boxed{\;\bigl|F(t)-G(E_*)\bigr|\le\frac{\pi^2}{12}(kT)^2M\;}
\label{eq:bound}
\end{equation}
For a smooth density,
\begin{equation}
F=G(E_*)+\frac{\pi^2}{12}(kT)^2g'(E_*)+\frac{\zeta(3)}{3}(kT)^3g''(E_*)+\dots
\label{eq:series}
\end{equation}
with $\zeta(3)=1.202$.

\subsection{A Gaussian distribution of barriers}

Take the density
\begin{equation}
g(E)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-(E-E_0)^2/2\sigma^2}
\label{eq:gauss}
\end{equation}
with the round model parameters $E_0=0.80$ eV, $\sigma=0.15$ eV, $\nu=10^7\ \mathrm{s^{-1}}$ and $V_{\mathrm{sat}}=5.0$ V. They do not represent a particular material. The Gaussian gives a weight of $5\times10^{-8}$ to negative barriers, which is neglected.

At 330 K, $kT=0.02844$ eV. After $10^4$ s, $\nu t=10^{11}$ and $\ln(\nu t)=25.33$, so
\begin{align}
E_{\mathrm{th}}&=0.02844\times25.33=0.720\ \mathrm{eV}=1.154\times10^{-19}\ \mathrm{J},\\
E_*&=0.7203+0.5772\times0.02844=0.737\ \mathrm{eV}.
\end{align}
By Eq.~\eqref{eq:level}, sites with a barrier of 0.697 eV are 90\,\% converted, and those with 0.784 eV are 10\,\% converted. The front is 0.088 eV wide between these levels, which is less than the width of the distribution but not negligible beside it.

The mean front lies $(0.7367-0.80)/0.15=-0.42$ standard deviations from the centre. The normal distribution function there is 0.336, and the estimated shift is $5.0\times0.336=1.68$ V. The table compares such estimates with the full integral \eqref{eq:F}, evaluated by the trapezoidal rule on a fine energy grid. The last column uses a sharp cut at $E_{\mathrm{th}}$.

\begin{center}
\begin{tabular}{cccc}
$t$ (s) & integral (V) & $V_{\mathrm{sat}}G(E_*)$ (V) & $V_{\mathrm{sat}}G(E_{\mathrm{th}})$ (V)\\
$10^2$ & 0.521 & 0.488 & 0.400\\
$10^3$ & 1.008 & 0.976 & 0.833\\
$10^4$ & 1.700 & 1.682 & 1.488\\
$10^5$ & 2.523 & 2.529 & 2.311
\end{tabular}
\end{center}

The sharp cut at $E_{\mathrm{th}}$ is low by 0.21 V at $10^4$ s, or 12\,\% of the integral. The first-order estimate of this error is $V_{\mathrm{sat}}\gamma kT g(E_*)=5.0\times0.5772\times0.02844\times2.43=0.20$ V. Moving the cut to $E_*$ removes most of it.

The remaining error can be compared with the bound. For the Gaussian, $g'=-(E-E_0)g/\sigma^2$, and $|g'|$ is largest at $|E-E_0|=\sigma$, where it equals $M=e^{-1/2}/(\sqrt{2\pi}\,\sigma^2)$. Inserted in Eq.~\eqref{eq:bound}, this gives an error in $F$ of at most 0.0072, or 0.036 V. At $10^2$ s the actual error is 0.033 V, close to the limit, since the front is then 1.3 standard deviations below the centre, near the steepest part of the density. Relative to the small shift at that time it is 6\,\%.

At $10^5$ s the error has the opposite sign. The mean front is then at 0.802 eV, almost at the centre, where $g'$ nearly vanishes. The third-order term in Eq.~\eqref{eq:series} takes over. With $g''(E_0)=-g(E_0)/\sigma^2=-118\ \mathrm{eV^{-3}}$ it contributes $5.0\times0.401\times(0.02844)^3\times(-118)=-0.005$ V, and the table shows $2.523-2.529=-0.006$ V.

\subsection{The slope in logarithmic time reads the barrier density}

Differentiate $F=\langle G(E_{\mathrm{th}}+kTX)\rangle$ with respect to $\ln t$ at fixed $T$. Since $dE_{\mathrm{th}}/d\ln t=kT$ and $G'=g$,
\begin{equation}
\frac{dF}{d\ln t}=kT\,\bigl\langle g(E_{\mathrm{th}}+kTX)\bigr\rangle\simeq kT\,g(E_*).
\label{eq:slope}
\end{equation}
The last step repeats the Taylor argument with $g$ in place of $G$. The linear term again averages to zero, and the density obtained from the slope satisfies
\begin{equation}
\left|\frac{1}{kT}\frac{dF}{d\ln t}-g(E_*)\right|\le\frac{\pi^2}{12}(kT)^2\max|g''| .
\end{equation}
The slope of the shift against $\ln t$, followed over time, is thus a spectrum of the barriers, seen through a window a few $kT$ wide. Since $\Delta V$ is what is measured, the slope yields the product $V_{\mathrm{sat}}\,g$. The normalized density requires the saturation value as well.

In the example, a central difference of the integral \eqref{eq:F} at $10^4$ s gives $dF/d\ln t=0.0674$. In terms of the shift this is $5.0\times0.0674\times\ln10=0.78$ V per decade. The density read from it is
\begin{equation}
\frac{0.0674}{0.02844\ \mathrm{eV}}=2.37\ \mathrm{eV^{-1}},
\end{equation}
whereas $g(E_*)=2.43\ \mathrm{eV^{-1}}$. The reading is low by 0.06 eV$^{-1}$, within the bound of 0.08 eV$^{-1}$. It is low because the front lies within one $\sigma$ of the centre, where $g''<0$: averaging a density that curves downwards gives less than its value at the mean position.

\subsection{Equivalent stresses at two temperatures}

To leading order $F$ depends on time and temperature through $E_*$ alone. Two stresses $(t_1,T_1)$ and $(t_2,T_2)$ on identical devices are then equivalent if their $E_*$ agree, provided that $g$ and $\nu$ do not change with temperature:
\begin{equation}
T_1\ln(e^\gamma\nu t_1)=T_2\ln(e^\gamma\nu t_2)
\quad\Longrightarrow\quad
t_2=\frac{(e^\gamma\nu t_1)^{T_1/T_2}}{e^\gamma\nu}.
\label{eq:equiv}
\end{equation}
If $E_{\mathrm{th}}$ is matched instead, $e^\gamma$ is absent. The mean fronts then differ by $\gamma k(T_2-T_1)$, and the converted fractions differ to first order by
\begin{equation}
F_2-F_1\simeq g(E_*)\,\gamma k(T_2-T_1).
\label{eq:mismatch}
\end{equation}

Take $t_1=10^5$ s at $T_1=300$ K and look for the equivalent time at 360 K. Here $T_1/T_2=5/6$ and $\nu t_1=10^{12}$. Equal $E_{\mathrm{th}}$ requires $\nu t_2=(10^{12})^{5/6}=10^{10}$, hence $t_2=1000$ s. Equal $E_*$ multiplies this by $(e^\gamma)^{5/6-1}=e^{-0.0962}=0.908$, hence $t_2=908$ s. The barrier integral gives $F=0.3219$ for the long stress at 300 K. At 360 K it gives 0.3301 after 1000 s and 0.3232 after 908 s. The mismatch falls from 0.0082 to 0.0012. Equation~\eqref{eq:mismatch} accounts for 0.0071 of the former. What remains at equal $E_*$ comes from the higher terms of Eq.~\eqref{eq:series}, which depend on $kT$ separately: the second-order terms at the two temperatures differ by $0.0018$ and the third-order terms by $-0.0004$.

The same reasoning tells what a collapse of data means. Suppose that shifts measured at several temperatures are plotted against $kT\ln(\nu' t)$, and the trial frequency $\nu'$ is varied until the curves coincide. Because $F\simeq G\bigl(kT\ln(e^\gamma\nu t)\bigr)$, they coincide to leading order at $\nu'=e^\gamma\nu$. To this order the fitted frequency is 1.78 times the attempt frequency in the rate. The second-order term of Eq.~\eqref{eq:series} changes this factor, because it acts like a displacement of the front by $(\pi^2/12)(kT)^2g'/g$, which is not proportional to $T$. Over a narrow range of temperatures it adds about $(\pi^2/6)\,kT\,g'/g$ to $\ln\nu'$. The fitted frequency is therefore higher than $e^\gamma\nu$ when the data lie well on the low-energy side of a peak and lower when they cover the high-energy side. Near the peak, where $g'$ is small, the third-order term decides, and in the model device the sign changes at $F\approx0.45$, slightly below the centre. At 330 K, one $\sigma$ below the centre, the leading-order estimate gives an additional factor of $e^{0.31}$; the full integral gives $e^{0.28}$, or about 1.3. These factors must be kept in mind when the fitted value is put back into Eq.~\eqref{eq:rate}.

\subsection{What an Arrhenius plot of half-conversion times yields}

Let $t_{1/2}$ be the time at which $F=1/2$, and write the mean front at that time as $E_*=E_0+\delta$. For the Gaussian with small $\delta$, with $g_0=g(E_0)$,
\begin{equation}
G(E_*)\simeq\tfrac12+g_0\delta,\qquad g'(E_*)\simeq-\frac{g_0\delta}{\sigma^2},\qquad g''(E_*)\simeq-\frac{g_0}{\sigma^2}.
\end{equation}
Setting the series \eqref{eq:series} equal to $1/2$ and dividing by $g_0$ gives
\begin{equation}
\delta\left[1-\frac{\pi^2(kT)^2}{12\sigma^2}\right]-\frac{\zeta(3)(kT)^3}{3\sigma^2}=0 .
\end{equation}
The second term in the bracket is of relative order $(kT/\sigma)^2$ and is dropped, as are the omitted terms of the series, which enter at the same relative order. Thus $\delta\simeq\zeta(3)(kT)^3/(3\sigma^2)$. Inserting this in $kT\ln(e^\gamma\nu t_{1/2})=E_0+\delta$ and dividing by $kT$,
\begin{equation}
\ln t_{1/2}=\frac{E_0}{kT}-\ln(e^\gamma\nu)+A(kT)^2,\qquad A=\frac{\zeta(3)}{3\sigma^2}.
\label{eq:half}
\end{equation}
With times measured in seconds and $\nu$ in $\mathrm{s^{-1}}$, the logarithms are of pure numbers.

A straight line of $\ln t_{1/2}$ against $1/kT$ through two temperatures defines an apparent barrier and an apparent frequency. Let $\theta_i=kT_i$. The slope is
\begin{align}
E_{\mathrm{fit}}&=\frac{\ln t_{1/2}(T_1)-\ln t_{1/2}(T_2)}{1/\theta_1-1/\theta_2}
=E_0+A\,\frac{\theta_1^2-\theta_2^2}{(\theta_2-\theta_1)/(\theta_1\theta_2)}\nonumber\\
&=E_0-A\,\theta_1\theta_2(\theta_1+\theta_2).
\label{eq:efit}
\end{align}
The line is $\ln t_{1/2}=E_{\mathrm{fit}}/kT-\ln\nu_{\mathrm{fit}}$. Evaluated at $T_1$,
\begin{align}
\ln\nu_{\mathrm{fit}}&=\frac{E_{\mathrm{fit}}}{\theta_1}-\ln t_{1/2}(T_1)
=\ln(e^\gamma\nu)-A\,\theta_2(\theta_1+\theta_2)-A\,\theta_1^2,\nonumber\\
\ln\frac{\nu_{\mathrm{fit}}}{\nu}&=\gamma-A\left(\theta_1^2+\theta_1\theta_2+\theta_2^2\right).
\label{eq:nufit}
\end{align}

For the model device the half-conversion times, found by a root search on the barrier integral, are $1.561\times10^6$ s at 300 K and $9.02\times10^3$ s at 360 K. Their logarithms differ by 5.153, and $1/\theta_1-1/\theta_2=6.447\ \mathrm{eV^{-1}}$, so $E_{\mathrm{fit}}=0.799$ eV. The apparent frequency is $1.72\times10^7\ \mathrm{s^{-1}}$, with $\ln(\nu_{\mathrm{fit}}/\nu)=0.541$. Equation~\eqref{eq:nufit} gives $0.577-0.043=0.534$. The Arrhenius plot thus returns the centre of the distribution almost unchanged. In Eq.~\eqref{eq:half} the term $A(kT)^2$, the only one that contains $\sigma$, stays below 0.02 between the two temperatures. The plot is therefore almost straight and carries hardly any sign of the spread of barriers, which shows in the slow time dependence at one temperature.

\subsection{A distribution narrower than $kT$}

Let the width shrink to $\sigma=0.005$ eV at 330 K, so that $kT/\sigma=5.7$, and choose the time at which $E_{\mathrm{th}}=E_0$. All barriers now lie close to $E_{\mathrm{th}}$, and Eq.~\eqref{eq:front} gives $F\simeq1-e^{-1}$; the integral is 0.632. The estimate $G(E_*)$ is 0.9995, because $E_*$ lies $0.0164/0.005=3.3$ standard deviations above the centre. The bound \eqref{eq:bound} is not violated: it exceeds 1 here and says nothing. In this regime $F$ follows the single exponential \eqref{eq:single}. The time dependence reflects the shape of the front and not that of the distribution.

\subsection{When the assumptions change}

\textit{Unequal attempt frequencies.} Let $\ln\nu=\ln\nu_0+\eta$, where $\eta$ varies from site to site independently of $E$. The condition \eqref{eq:condition} becomes $E\le kT\ln(\nu_0t)+kT(X+\eta)$. The mean front moves by $kT\langle\eta\rangle$ and its variance grows by $(kT)^2$ times the variance of $\eta$. The result survives if the distribution of barriers is broad compared with this wider front. It does not survive unchanged if the frequency is correlated with the barrier. For $\nu=\nu_0e^{E/E_{\mathrm{MN}}}$ with $E_{\mathrm{MN}}>kT$ (the Meyer--Neldel form often reported for disordered films), the rate is $\nu_0e^{-E/kT_{\mathrm{eff}}}$ with $1/kT_{\mathrm{eff}}=1/kT-1/E_{\mathrm{MN}}$. The front then advances by $kT_{\mathrm{eff}}$ per unit of $\ln t$, and a density read from the slope with $kT$ is too large by a factor of about $1/(1-kT/E_{\mathrm{MN}})$, which is 1.4 for $E_{\mathrm{MN}}=0.1$ eV at 330 K.

\textit{Back reaction.} Let a converted site return at the rate $k(E)e^{-D/kT}$, where $D$ is the energy released in the conversion, equal for all sites. With $r=e^{-D/kT}$ the kinetics is $dp/dt=k(E)[1-(1+r)p]$, solved by
\begin{equation}
p=\frac{1}{1+r}\left[1-e^{-(1+r)k(E)t}\right].
\end{equation}
The front moves up by $kT\ln(1+r)$, and conversion behind it stops at $1/(1+r)$. Both effects are negligible for $D\gg kT$. If $D$ is comparable with $kT$, the final level depends on temperature, and curves from different temperatures no longer coincide.

\textit{Light.} Two simple cases show what illumination can do. If it lowers every barrier by the same amount $B$, a site converts when $E-B\le E_{\mathrm{th}}+kTX$, so $F\simeq G(E_*+B)$. The data under light still collapse, on a displaced curve. If light instead opens a second path with a rate $w$ that is the same for all sites and independent of temperature, the survival probabilities of the two paths multiply:
\begin{equation}
1-F=e^{-wt}\,(1-F_{\mathrm{thermal}}).
\end{equation}
The second path adds $(1-e^{-wt})(1-F_{\mathrm{thermal}})$ to $F$. Once this is no longer small compared with $F_{\mathrm{thermal}}$, $F$ depends noticeably on time separately from $E_*$, and the collapse fails. Early in the stress, when $F_{\mathrm{thermal}}$ is itself small, even a small $wt$ is enough. Of these two cases, only the second spoils the collapse. If the other assumptions of the model hold under light as well, a failed collapse under light together with a good one in the dark therefore shows that light does more than lower all barriers by one fixed amount, but it does not by itself identify the second path.

\textit{Changing temperature.} For successive stresses of durations $t_1,t_2$ at $T_1,T_2$, the exponents add:
\begin{equation}
-\ln(1-p)=e^{-(E-E_{\mathrm{th},1})/kT_1}+e^{-(E-E_{\mathrm{th},2})/kT_2}.
\end{equation}
Barriers several $kT$ below the higher of the two thermalization energies are converted, and those several $kT$ above both are not. When the two energies are well separated, the stage with the higher one sets the final front, and the other stage adds little.

\textit{Feedback.} If the accumulating charge alters the field at the remaining sites, their barriers change with $F$. The sites are then no longer independent, the integral \eqref{eq:F} does not apply, and the slope of the shift against $\ln t$ cannot be read as a fixed density of barriers. Under a constant gate voltage some feedback is to be expected once the shift is a sizeable part of the gate overdrive, because the carrier density in the channel falls as the threshold moves. If, for example, all rates of the model device are multiplied by $1-F$, the density read from the slope at $10^4$ s falls from 2.37 to 2.14 eV$^{-1}$.

Numerical values quoted here were computed with a short program.
